# Second-Order Stark Shifts and K Doublets of Asymmetric Tops: verification in Python

```python
# Result under test: the second-order Stark shift of an asymmetric top is
#   field^2 * (a + b*M^2), with a and b built from line strengths and energies,
# and a close K doublet follows a two-level law that becomes linear in the field.
# Symbols: rot = (A, B, C) rotational constants; J, M angular momentum numbers;
# t = position of a level within its J, counted upward in energy from 0;
# coupling = dipole components along (a, b, c) as energy per unit field.
# Body axes: z = a, x = b, y = c. Direction cosines are integrated numerically.
from functools import lru_cache
import numpy as np
from scipy import constants as const

JMAX = 6
cos_nodes, weights = np.polynomial.legendre.leggauss(24)
theta = np.arccos(cos_nodes)


def raising(J):
    k = np.arange(-J, J)
    return np.diag(np.sqrt(J * (J + 1.0) - k * (k + 1)), -1)


def body_momenta(J):
    """Body components (a, b, c); J_x - i J_y raises K in the body frame."""
    up = raising(J)
    jz = np.diag(np.arange(-J, J + 1).astype(float))
    return jz, (up + up.T) / 2, 1j * (up - up.T) / 2


@lru_cache(None)
def small_d(J):
    up = raising(J)
    m, u = np.linalg.eigh((up - up.T) / 2j)
    phase = np.exp(-1j * np.outer(theta, m))
    return np.einsum('mi,ni,ki->nmk', u, phase, u.conj()).real


@lru_cache(None)
def cosines(J, J2, M):
    """Matrices <J K M| Phi_Zg |J2 K2 M>, g = a, b, c, by quadrature."""
    left, right = small_d(J)[:, M + J, :], small_d(J2)[:, M + J2, :]
    norm = np.sqrt((2 * J + 1) * (2 * J2 + 1)) / 2
    c = norm * np.einsum('n,nk,nl->kl', weights * cos_nodes, left, right)
    s = norm * np.einsum('n,nk,nl->kl', weights * np.sin(theta), left, right)
    dk = np.arange(-J, J + 1)[:, None] - np.arange(-J2, J2 + 1)[None, :]
    up, down = s * (dk == 1), s * (dk == -1)
    return np.array([c * (dk == 0), -(up + down) / 2, (up - down) / 2j])


def rotor(rot, J):
    return sum(r * (j @ j) for r, j in zip(rot, body_momenta(J))).real


@lru_cache(None)
def levels(rot, J):
    return np.linalg.eigh(rotor(rot, J))


def elements(rot, J, J2, M):
    u, v = levels(rot, J)[1], levels(rot, J2)[1]
    return np.array([u.T @ phi @ v for phi in cosines(J, J2, M)])


@lru_cache(None)
def strengths(rot, J, J2):
    m = min(J, J2)
    return 3 * sum(abs(elements(rot, J, J2, M))**2 for M in range(-m, m + 1))


def m_weight(J, J2, M):
    if J2 == J - 1:
        return (J**2 - M**2) / (J * (4 * J**2 - 1))
    if J2 == J:
        return M**2 / (J * (J + 1) * (2 * J + 1))
    return ((J + 1)**2 - M**2) / ((J + 1) * (2 * J + 1) * (2 * J + 3))


def stark_coefficients(rot, coupling, J, t, skip=None):
    """Golden-Wilson a and b; skip leaves out one partner of the same J."""
    sums = {J - 1: 0.0, J: 0.0, J + 1: 0.0}
    energy = levels(rot, J)[0][t]
    for J2 in sums:
        if J2 < 0:
            continue
        for t2, e2 in enumerate(levels(rot, J2)[0]):
            if J2 == J and t2 in (t, skip):
                continue
            s = strengths(rot, J, J2)[:, t, t2]
            sums[J2] += np.sum(np.array(coupling)**2 * s) / (energy - e2)
    above = sums[J + 1] / ((2 * J + 1) * (2 * J + 3))
    a, b = (J + 1) * above, -above / (J + 1)
    if J > 0:
        below = sums[J - 1] / (4 * J**2 - 1)
        a += J * below
        b += -below / J + sums[J] / (J * (J + 1) * (2 * J + 1))
    return a, b


@lru_cache(None)
def block(rot, M):
    """Field-free Hamiltonian and the three direction cosines for one M."""
    js = list(range(abs(M), JMAX + 1))
    start = np.cumsum([0] + [2 * J + 1 for J in js])
    h0 = np.zeros((start[-1], start[-1]))
    phi = np.zeros((3, start[-1], start[-1]), complex)
    for i, J in enumerate(js):
        si = slice(start[i], start[i + 1])
        h0[si, si] = rotor(rot, J)
        for k, J2 in enumerate(js):
            if abs(J - J2) <= 1:
                phi[:, si, start[k]:start[k + 1]] = cosines(J, J2, M)
    return h0, phi, np.linalg.eigvalsh(h0)


def shift(rot, coupling, J, t, M, field):
    """Shift from diagonalization of the full matrix in the field."""
    h0, phi, free = block(rot, M)
    place = np.argmin(abs(free - levels(rot, J)[0][t]))
    h = h0 - field * np.einsum('g,gij->ij', np.array(coupling), phi)
    return np.linalg.eigvalsh(h)[place] - free[place]


# Body-frame phases: within one J, Phi_Zg must equal M J_g / (J(J+1)).
for J in (1, 2, 3):
    for M in range(-J, J + 1):
        for phi, j in zip(cosines(J, J, M), body_momenta(J)):
            assert np.allclose(phi, M * j / (J * (J + 1)), atol=1e-11)

# Strongly asymmetric test top with all three dipole components, no units.
top, pull = (3.0, 2.0, 1.1), (0.7, 0.5, 0.6)
for J in (1, 2, 3):
    total = sum(strengths(top, J, J2).sum(axis=2) for J2 in (J - 1, J, J + 1))
    assert np.allclose(total, 2 * J + 1, atol=1e-10)
    assert np.allclose(np.diagonal(strengths(top, J, J), 0, 1, 2), 0, atol=1e-12)
    for J2 in (J - 1, J, J + 1):
        for M in range(-min(J, J2), min(J, J2) + 1):
            direct = abs(elements(top, J, J2, M))**2
            assert np.allclose(direct, strengths(top, J, J2) * m_weight(J, J2, M),
                               atol=1e-11)
assert abs(strengths(top, 1, 1)[0, 1, 2] - 1.5) < 1e-11

# Quadratic coefficient from finite fields against the line-strength formula.
step, worst = 0.005, 0.0
for J in (0, 1, 2):
    for t in range(2 * J + 1):
        a, b = stark_coefficients(top, pull, J, t)
        for M in range(J + 1):
            s1, s2 = (shift(top, pull, J, t, M, n * step) for n in (1, 2))
            numeric = (16 * s1 - s2) / (12 * step**2)
            worst = max(worst, abs(numeric - a - b * M**2))
assert worst < 1e-6

# Worked model: energies in MHz, fields in kV/cm, dipoles in D.
rot = (60000.0, 10000.0, 9000.0)
dipole = np.array([1.0, 0.5, 0.0])
debye = 1e-21 / const.c
unit = debye * 1e5 / const.h / 1e6
coupling = tuple(unit * dipole)
names = ['2_02', '2_12', '2_11', '2_21', '2_20']
energy = levels(rot, 2)[0]
gap1, gap2 = energy[2] - energy[1], energy[4] - energy[3]
delta, D = rot[1] - rot[2], rot[0] - (rot[1] + rot[2]) / 2
assert abs(gap1 - 3 * delta) < 1e-6
assert abs(gap2 - 2 * (np.sqrt(D**2 + 0.75 * delta**2) - D)) < 1e-6

# Doublet gaps scale as (B-C)^K: halve B-C at fixed B+C.
half = (rot[0], rot[1] - delta / 4, rot[2] + delta / 4)
full3, half3 = levels(rot, 3)[0], levels(half, 3)[0]
gaps3 = [full3[2 * K] - full3[2 * K - 1] for K in (1, 2, 3)]
ratios = [gaps3[K - 1] / (half3[2 * K] - half3[2 * K - 1]) for K in (1, 2, 3)]
assert all(abs(r / 2**K - 1) < 0.01 for K, r in zip((1, 2, 3), ratios))

s1 = strengths(rot, 2, 2)[0, 1, 2]
s2 = strengths(rot, 2, 2)[0, 3, 4]
s2_limit = 2**2 * 5 / 6
assert abs(s2 / s2_limit - 1) < 1e-3
v_per_m = coupling[0] * np.sqrt(s2 / 30)
gw = [stark_coefficients(rot, coupling, 2, t) for t in range(5)]
rest_low = stark_coefficients(rot, coupling, 2, 3, skip=4)
rest_high = stark_coefficients(rot, coupling, 2, 4, skip=3)


def doublet(M, field):
    """Shifts of the lower and upper K=2 partners from the two-level law."""
    low = energy[3] + (rest_low[0] + rest_low[1] * M**2) * field**2
    high = energy[4] + (rest_high[0] + rest_high[1] * M**2) * field**2
    root = np.hypot((high - low) / 2, v_per_m * M * field)
    mean = (high + low) / 2
    return mean - root - energy[3], mean + root - energy[4]


fields = (0.002, 0.01, 0.05, 0.2, 1.0)
rows = []
for M in (1, 2):
    for f in fields:
        exact = [shift(rot, coupling, 2, t, M, f) for t in (3, 4)]
        model = doublet(M, f)
        assert np.allclose(exact, model, rtol=0, atol=0.02)
        if M == 2:
            quadratic = (gw[4][0] + gw[4][1] * M**2) * f**2
            rows.append((f, exact[0], exact[1], model[1], quadratic))
assert abs(rows[0][4] / rows[0][2] - 1) < 0.01
assert rows[-1][4] / rows[-1][2] > 5


def half_split(f, M=2):
    low, high = (shift(rot, coupling, 2, t, M, f) for t in (3, 4))
    return (gap2 + high - low) / 2


slope = (half_split(1.01) - half_split(0.99)) / 0.02
slope_limit = coupling[0] * 2 * 2 / 6
assert abs(slope / slope_limit - 1) < 2e-3
cross = {M: gap2 / (2 * v_per_m * M) for M in (1, 2)}
cross_ratio = half_split(cross[2]) / (gap2 / 2)
assert abs(cross_ratio - np.sqrt(2)) < 1e-3

# The wider K=1 doublet must still be quadratic at 1 kV/cm.
k1 = []
for t in (1, 2):
    exact, quadratic = shift(rot, coupling, 2, t, 2, 1.0), gw[t][0] + 4 * gw[t][1]
    assert abs(exact - quadratic) < 0.05
    k1.append((names[t], exact, quadratic))

# Controls without a linear shift: M = 0, and no dipole along a.
b_only = (0.0, coupling[1], 0.0)
control = []
for pull_now, M in ((coupling, 0), (b_only, 2)):
    big, small = (shift(rot, pull_now, 2, 4, M, f) for f in (1.0, 0.5))
    assert abs(big / small - 4) < 0.01
    control.append((big, big / small))

print('Model A, B, C = %.0f, %.0f, %.0f MHz' % rot)
print('Dipole a, b, c = %.1f, %.1f, %.1f D' % tuple(dipole))
print('1 D times 1 kV/cm = %.4f MHz' % unit)
print('Test top: largest error of a + b M^2 = %.1e (no units)' % worst)
for n, e, (a, b) in zip(names, energy, gw):
    print('%s: energy %.3f MHz; a = %.4f, b = %.4f MHz/(kV/cm)^2' % (n, e, a, b))
print('J=2 gap, K=1: %.3f MHz; K=2: %.4f MHz' % (gap1, gap2))
for K, g, r in zip((1, 2, 3), gaps3, ratios):
    print('J=3 K=%d gap %.4f MHz; falls by %.3f when B-C is halved' % (K, g, r))
print('Line strength S_a, J=2: K=1 pair %.5f, K=2 pair %.5f' % (s1, s2))
print('Symmetric-top limit of S_a for K=2: %.5f' % s2_limit)
print('K=2 coupling |V|/(field |M|) = %.4f MHz/(kV/cm)' % v_per_m)
print('Partner part of b for 2_20: %.4f MHz/(kV/cm)^2' % (v_per_m**2 / gap2))
for n, r in (('2_21', rest_low), ('2_20', rest_high)):
    print('%s without partner: a = %.4f, b = %.4f MHz/(kV/cm)^2' % ((n,) + r))
print('Crossover field: M=1 %.5f, M=2 %.5f kV/cm' % (cross[1], cross[2]))
print('Half splitting over half gap at M=2 crossover: %.5f' % cross_ratio)
print('K=2 doublet, M=2, shifts in MHz (diag = full diagonalization)')
print('field kV/cm | 2_21 diag | 2_20 diag | 2_20 two-level | 2_20 a+bM^2')
for row in rows:
    print('%.3f | %.4f | %.4f | %.4f | %.4f' % row)
print('Half-splitting slope, M=2, 1 kV/cm: %.3f MHz/(kV/cm)' % slope)
print('Same slope as an effective dipole: %.4f D' % (slope / unit))
print('Symmetric-top slope: %.3f MHz/(kV/cm)' % slope_limit)
for row in k1:
    print('%s, M=2, 1 kV/cm: diag %.4f, a+bM^2 %.4f MHz' % row)
print('2_20, M=0, 1 kV/cm: %.4f MHz; ratio to 0.5 kV/cm %.4f' % control[0])
print('2_20, M=2, b dipole only, 1 kV/cm: %.4f MHz; ratio %.4f' % control[1])
print('finished without a failed check')
```

Printed output:

```
Model A, B, C = 60000, 10000, 9000 MHz
Dipole a, b, c = 1.0, 0.5, 0.0 D
1 D times 1 kV/cm = 503.4117 MHz
Test top: largest error of a + b M^2 = 4.8e-09 (no units)
2_02: energy 56985.150 MHz; a = 0.1682, b = -0.3160 MHz/(kV/cm)^2
2_12: energy 106000.000 MHz; a = -0.2894, b = -2.5363 MHz/(kV/cm)^2
2_11: energy 109000.000 MHz; a = 0.2656, b = 2.2249 MHz/(kV/cm)^2
2_21: energy 259000.000 MHz; a = -0.6016, b = -1895.9127 MHz/(kV/cm)^2
2_20: energy 259014.850 MHz; a = -0.6031, b = 1896.0516 MHz/(kV/cm)^2
J=2 gap, K=1: 3000.000 MHz; K=2: 14.8504 MHz
J=3 K=1 gap 5999.8621 MHz; falls by 2.000 when B-C is halved
J=3 K=2 gap 74.2301 MHz; falls by 3.999 when B-C is halved
J=3 K=3 gap 0.1379 MHz; falls by 8.000 when B-C is halved
Line strength S_a, J=2: K=1 pair 0.83333, K=2 pair 3.33309
Symmetric-top limit of S_a for K=2: 3.33333
K=2 coupling |V|/(field |M|) = 167.7977 MHz/(kV/cm)
Partner part of b for 2_20: 1895.9817 MHz/(kV/cm)^2
2_21 without partner: a = -0.6016, b = 0.0690 MHz/(kV/cm)^2
2_20 without partner: a = -0.6031, b = 0.0699 MHz/(kV/cm)^2
Crossover field: M=1 0.04425, M=2 0.02213 kV/cm
Half splitting over half gap at M=2 crossover: 1.41421
K=2 doublet, M=2, shifts in MHz (diag = full diagonalization)
field kV/cm | 2_21 diag | 2_20 diag | 2_20 two-level | 2_20 a+bM^2
0.002 | -0.0303 | 0.0303 | 0.0303 | 0.0303
0.010 | -0.7232 | 0.7231 | 0.7231 | 0.7584
0.050 | -10.9248 | 10.9232 | 10.9232 | 18.9590
0.200 | -60.1163 | 60.0904 | 60.0904 | 303.3441
1.000 | -328.5758 | 327.9270 | 327.9280 | 7583.6034
Half-splitting slope, M=2, 1 kV/cm: 335.510 MHz/(kV/cm)
Same slope as an effective dipole: 0.6665 D
Symmetric-top slope: 335.608 MHz/(kV/cm)
2_12, M=2, 1 kV/cm: diag -10.4022, a+bM^2 -10.4348 MHz
2_11, M=2, 1 kV/cm: diag 9.1323, a+bM^2 9.1652 MHz
2_20, M=0, 1 kV/cm: -0.6031 MHz; ratio to 0.5 kV/cm 4.0000
2_20, M=2, b dipole only, 1 kV/cm: 0.0291 MHz; ratio 4.0000
finished without a failed check
```
